\section*{The Dirac Oscillator: Spectrum, Degeneracy and the Planar Jaynes–Cummings Form}

\section{A term linear in position for a relativistic electron}

An electron in a harmonic trap has nearly equally spaced levels as long as its excitation energy, the number of quanta times the trap frequency $\omega$, is small compared with the rest energy. For large $\omega$, or for high levels at any $\omega$, this fails and a relativistic equation is needed. The nonrelativistic oscillator is quadratic in both momentum and position. The free Dirac Hamiltonian is linear in momentum, which suggests an interaction linear in position, chosen so that the square of the Hamiltonian contains an oscillator.

The substitution $\mathbf p\to\mathbf p-im\omega\beta\mathbf r$ does this:
\begin{equation}
H=c\,\boldsymbol\alpha\cdot(\mathbf p-im\omega\beta\mathbf r)+\beta mc^2,\qquad \omega>0. \label{H}
\end{equation}
Hartree atomic units are used, so $\hbar=1$. The mass $m$ is kept in formulas and set to 1 in numbers. This is a one-particle model on all space, with normalizable states.

The factor $i$ does not spoil Hermiticity. Since $\alpha_i\beta=-\beta\alpha_i$,
\[
(-i\alpha_i\beta x_i)^\dagger=i\beta\alpha_i x_i=-i\alpha_i\beta x_i .
\]

\section{Two coupled equations and their square}

In the Dirac representation
\[
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\psi=\begin{pmatrix}\phi\\ \chi\end{pmatrix}.
\]
The matrix $\beta$ acts first and reverses the sign of $\mathbf r$ on $\chi$. With
\[
A=\boldsymbol\sigma\cdot(\mathbf p-im\omega\mathbf r),\qquad
A^\dagger=\boldsymbol\sigma\cdot(\mathbf p+im\omega\mathbf r),
\]
the equation $H\psi=E\psi$ becomes
\begin{equation}
cA\phi=(E+mc^2)\chi,\qquad cA^\dagger\chi=(E-mc^2)\phi. \label{pair}
\end{equation}
Applying $cA^\dagger$ to the first equation and using the second gives
\begin{equation}
c^2A^\dagger A\,\phi=(E^2-m^2c^4)\phi. \label{sq}
\end{equation}

Multiplying out the product,
\[
A^\dagger A=p^2+m^2\omega^2r^2+im\omega\left[(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf r)\right].
\]
The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ holds for operators if their order is kept. Here $\mathbf r\times\mathbf p=\mathbf L$, $\mathbf p\times\mathbf r=-\mathbf L$ and $\mathbf r\cdot\mathbf p-\mathbf p\cdot\mathbf r=3i$. The bracket is therefore $3i+2i\boldsymbol\sigma\cdot\mathbf L$, and
\begin{equation}
A^\dagger A=p^2+m^2\omega^2r^2-3m\omega-2m\omega\,\boldsymbol\sigma\cdot\mathbf L. \label{AdA}
\end{equation}
In $AA^\dagger$ the bracket enters with the opposite sign:
\begin{equation}
AA^\dagger=p^2+m^2\omega^2r^2+3m\omega+2m\omega\,\boldsymbol\sigma\cdot\mathbf L. \label{AAd}
\end{equation}

\section{The spectrum in three dimensions}

The first two terms of \eqref{AdA} are $2m$ times the isotropic oscillator Hamiltonian. Their eigenvalue is $2m\omega(N+\tfrac32)$ with $N=2n_r+l$, where $l$ is the orbital number of the \emph{upper} component. With $\mathbf J=\mathbf L+\boldsymbol\sigma/2$,
\[
\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-\tfrac34=
\begin{cases} l,& j=l+\tfrac12,\\ -(l+1),& j=l-\tfrac12,\ l\ge1.\end{cases}
\]
The constant $-3m\omega$ cancels the zero-point term, so $A^\dagger A$ has the eigenvalue $2m\omega k$ with $k=N-\langle\boldsymbol\sigma\cdot\mathbf L\rangle$. Equation \eqref{sq} then gives
\begin{equation}
E^2=m^2c^4+2mc^2\omega k,\qquad
k=\begin{cases}2n_r,& j=l+\tfrac12,\\ 2(n_r+l)+1,& j=l-\tfrac12.\end{cases} \label{spec}
\end{equation}

\textbf{Which signs occur.} For $k>0$ take an eigenfunction $\phi$ and either root $E$, and define $\chi=cA\phi/(E+mc^2)$. The second equation of \eqref{pair} holds because
\[
cA^\dagger\chi=\frac{2mc^2\omega k}{E+mc^2}\,\phi=\frac{E^2-m^2c^4}{E+mc^2}\,\phi=(E-mc^2)\phi .
\]
Both signs are therefore present. For $k=0$, $\|A\phi\|^2=\langle\phi|A^\dagger A|\phi\rangle=0$, so $A\phi=0$. Then $\chi=0$ and $E=+mc^2$ solve \eqref{pair}.

The value $E=-mc^2$ needs separate treatment, since the division above is not allowed. Equations \eqref{pair} become $A\phi=0$ and $cA^\dagger\chi=-2mc^2\phi$. Taking the inner product of the second with $\phi$,
\[
-2mc^2\|\phi\|^2=c\langle\phi|A^\dagger\chi\rangle=c\langle A\phi|\chi\rangle=0 .
\]
Hence $\phi=0$ and $A^\dagger\chi=0$, which requires $AA^\dagger\chi=0$. By \eqref{AAd}, with $n_r',l'$ the numbers of $\chi$, the eigenvalues of $AA^\dagger/(2m\omega)$ are $2n_r'+2l'+3$ for $j=l'+\frac12$ and $2n_r'+2$ for $j=l'-\frac12$. None vanishes, so there is no level at $-mc^2$.

Reversing the sign of $\omega$ interchanges $A$ and $A^\dagger$. The zero modes then sit in the lower component, and the unpaired level lies at $-mc^2$.

\textbf{Degeneracy.} In the family $j=l+\frac12$ the energy depends on $n_r$ alone. Each added unit of $l$ raises the oscillator energy by one quantum, and the spin-orbit term takes it back. Every $l=0,1,2,\dots$ contributes $2j+1=2l+2$ states, so each even-$k$ level is infinitely degenerate.

In the family $j=l-\frac12$ both terms raise the energy with $l$. A level has fixed $q=n_r+l=(k-1)/2$, with $l=1,\dots,q$ and $2j+1=2l$ states for each $l$:
\begin{equation}
\sum_{l=1}^{q}2l=q(q+1).
\end{equation}
These levels are finitely degenerate. The lowest has $q=1$, hence $k=3$; the value $k=1$ does not occur.

\section{Eigenfunctions and zero modes}

Let $x=m\omega r^2$, $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$, and let $\mathcal Y$ be the spin-angular function with given $j,l$. The upper component is the isotropic-oscillator function
\[
\phi=R(r)\mathcal Y,\qquad R=r^l e^{-x/2}L_{n_r}^{(l+1/2)}(x).
\]
To find $\chi$, replace $\mathbf p$ by $-i\nabla$ in $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$. This gives $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\nabla)=r\partial_r-\boldsymbol\sigma\cdot\mathbf L$. Multiplication from the left by $\sigma_r/r$, with $\sigma_r^2=1$, leads to
\begin{equation}
A=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}+m\omega r\right). \label{Ar}
\end{equation}
The product rule, with $dx/dr=2m\omega r$, gives
\[
R'=\left(\frac lr-m\omega r\right)R+2m\omega r^{l+1}e^{-x/2}\frac{dL_{n_r}^{(l+1/2)}}{dx}.
\]

The Laguerre series is $L_n^{(a)}=\sum_i(-1)^i\binom{n+a}{n-i}x^i/i!$. Differentiating term by term gives $dL_n^{(a)}/dx=-L_{n-1}^{(a+1)}$. Since $(i+a)\binom{n+a}{n-i}=(n+a)\binom{n+a-1}{n-i}$, it also gives $x\,dL_n^{(a)}/dx+aL_n^{(a)}=(n+a)L_n^{(a-1)}$.

For $j=l+\frac12$ the terms $\pm l/r$ and $\pm m\omega r$ cancel, and
\begin{equation}
A\phi=2im\omega\,r^{l+1}e^{-x/2}L_{n_r-1}^{(l+3/2)}(x)\,\sigma_r\mathcal Y, \label{low1}
\end{equation}
which is zero for $n_r=0$. For $j=l-\frac12$ the bracket in \eqref{Ar} produces $r^{l-1}e^{-x/2}\left[(2l+1)L+2x\,dL/dx\right]$ with $L=L_{n_r}^{(l+1/2)}$. The second Laguerre rule with $a=l+\frac12$ turns this into
\begin{equation}
A\phi=-i(2n_r+2l+1)\,r^{l-1}e^{-x/2}L_{n_r}^{(l-1/2)}(x)\,\sigma_r\mathcal Y. \label{low2}
\end{equation}
The operator $\sigma_r$ commutes with $\mathbf J$ and reverses parity, so $\sigma_r\mathcal Y$ has orbital number $l+1$ in \eqref{low1} and $l-1$ in \eqref{low2}. In both cases $\chi$ contains $N-1$ quanta.

The relative norm follows from
\[
\frac{\|\chi\|^2}{\|\phi\|^2}=\frac{c^2\langle A^\dagger A\rangle}{(E+mc^2)^2}=\frac{E-mc^2}{E+mc^2},
\]
so the lower component carries the fraction $(E-mc^2)/(2E)$ of the total norm.

The zero modes are $\phi=r^le^{-x/2}\mathcal Y$ with $j=l+\frac12$, for every $l$. Their radial density $r^{2l+2}e^{-m\omega r^2}$ peaks at $r=\sqrt{(l+1)/(m\omega)}$. High-$l$ modes lie far out, so the infinitely many zero modes spread over all space. They all have the same energy $mc^2$, so the linear term does not act on them as a trap around the origin. Those that peak inside a radius $\rho$ have $l+1\le m\omega\rho^2$, and their number, from $\sum(2l+2)$, is of order $(m\omega\rho^2)^2$ when $m\omega\rho^2\gg1$.

\section{The spin-orbit term and two limits}

Write $E=mc^2+\varepsilon$. Then $E^2-m^2c^4=2mc^2\varepsilon\,(1+\varepsilon/2mc^2)$. For $|\varepsilon|\ll mc^2$, equation \eqref{sq} divided by $2mc^2$ becomes, with $\mathbf S=\boldsymbol\sigma/2$,
\begin{equation}
\varepsilon\phi\simeq\left[\frac{p^2}{2m}+\frac{m\omega^2r^2}{2}-\frac{3\omega}{2}-2\omega\,\mathbf L\cdot\mathbf S\right]\phi.
\end{equation}
The spin-orbit term carries no factor $1/c^2$. Its value is $-l\omega$ for $j=l+\frac12$ and $(l+1)\omega$ for $j=l-\frac12$, so for $l\ge1$ its size is at least one oscillator quantum. The nonrelativistic limit is thus not the plain oscillator. Expanding the root in \eqref{spec} for $k\omega\ll mc^2$,
\begin{equation}
E-mc^2=k\omega-\frac{k^2\omega^2}{2mc^2}+\dots \label{nr}
\end{equation}
For $N=1$ the state $p_{3/2}$ has $k=0$ and $p_{1/2}$ has $k=3$. Their splitting tends to $3\omega$.

In the opposite limit, $k\omega\gg mc^2$, the rest energy drops out and $E\simeq c\sqrt{2m\omega k}$. The levels then grow as $\sqrt k$ and crowd together, so for any fixed $\omega$ the expansion \eqref{nr} fails at large enough $k$.

\section{The plane: a spin coupled to one mode}

In two dimensions take $\boldsymbol\alpha=(\sigma_x,\sigma_y)$, $\beta=\sigma_z$ and $\mathbf r=(x,y)$; here $x$ is again a coordinate. Define
\[
a_j=\sqrt{\frac{m\omega}{2}}\,x_j+\frac{ip_j}{\sqrt{2m\omega}},\qquad
a_L=\frac{a_x+ia_y}{\sqrt2},\qquad a_R=\frac{a_x-ia_y}{\sqrt2}.
\]
The modes $L$ and $R$ are independent: $[a_L,a_L^\dagger]=[a_R,a_R^\dagger]=1$ and $[a_L,a_R^\dagger]=\frac12(1+i^2)=0$. Inserting $x_j$ and $p_j$ into $xp_y-yp_x$ gives
\[
L_z=i(a_y^\dagger a_x-a_x^\dagger a_y)=a_R^\dagger a_R-a_L^\dagger a_L .
\]

Since $p_j-im\omega x_j=-i\sqrt{2m\omega}\,a_j$, the element of $H$ leading from spin up to spin down is
\[
c\left[(p_x-im\omega x)+i(p_y-im\omega y)\right]=-2ic\sqrt{m\omega}\,a_L .
\]
With its adjoint, and $\sigma_+=|{\uparrow}\rangle\langle{\downarrow}|$, $\sigma_-=\sigma_+^\dagger$,
\begin{equation}
H=g\,\sigma_+a_L^\dagger+g^*\sigma_-a_L+mc^2\sigma_z,\qquad g=2ic\sqrt{m\omega}. \label{ajc}
\end{equation}
Raising the spin creates a quantum, which is the anti-Jaynes--Cummings form. $H$ connects $|n,\uparrow\rangle$ with $|n-1,\downarrow\rangle$ and with no other state, where $n$ counts left-handed quanta:
\begin{equation}
h_n=\begin{pmatrix}mc^2&g\sqrt n\\ g^*\sqrt n&-mc^2\end{pmatrix},\qquad
E_n^2=m^2c^4+|g|^2n=m^2c^4+4mc^2\omega n. \label{plane}
\end{equation}
Both signs occur for $n\ge1$. The state $|0,\uparrow\rangle$ has no partner and gives only $E=+mc^2$. The number $n_R$ does not appear in $H$, so every planar level is infinitely degenerate.

\textbf{Magnetic reading.} From $\sigma_x\sigma_z=-i\sigma_y$ and $\sigma_y\sigma_z=i\sigma_x$,
\[
H=c\sigma_x(p_x+m\omega y)+c\sigma_y(p_y-m\omega x)+mc^2\sigma_z .
\]
This is $\mathbf p-q\mathbf A$ with $\mathbf A=\frac B2(-y,x)$ and $qB=2m\omega$. The planar Dirac oscillator is a charge in a uniform field, and its levels are relativistic Landau levels.

\textbf{Jaynes--Cummings form.} Conjugation with $\sigma_x$ exchanges $\sigma_\pm$ and reverses $\sigma_z$:
\begin{equation}
\sigma_xH\sigma_x=g^*\sigma_+a_L+g\,\sigma_-a_L^\dagger-mc^2\sigma_z. \label{jc}
\end{equation}
Compare this with a two-level atom of frequency $\Omega_0$ coupled to a field mode of frequency $\nu$,
\[
H_{JC}=\nu a^\dagger a+\tfrac12\Omega_0\sigma_z+g^*\sigma_+a+g\,\sigma_-a^\dagger .
\]
The coupling exchanges one quantum for one spin excitation, so $a^\dagger a+\frac12\sigma_z$ is conserved. Subtracting $\nu$ times it, which amounts to passing to the rotating frame, leaves $\frac12(\Omega_0-\nu)\sigma_z$ plus the coupling. This is \eqref{jc} with detuning
\begin{equation}
\Omega_0-\nu=-2mc^2 .
\end{equation}
The rest energy plays the part of the detuning, and the right-handed mode is a spectator.

\section{Rabi oscillations between energies of opposite sign}

Start from $|n,\uparrow\rangle$ with $n_R$ right-handed quanta, in the original spin labels of \eqref{ajc}. Since $h_n^2=E_n^2$, the exponential series sums to
\[
e^{-ih_nt}=\cos E_nt-\frac{i h_n}{E_n}\sin E_nt .
\]
The amplitude for spin down is $-ig^*\sqrt n\,\sin(E_nt)/E_n$, with $E_n>0$. Hence
\begin{equation}
P_\downarrow(t)=\frac{4\omega n}{mc^2+4\omega n}\sin^2E_nt,\qquad
\langle L_z\rangle=n_R-n+P_\downarrow(t). \label{rabi}
\end{equation}
The second relation holds because the spin-down partner has one left-handed quantum fewer. The spin gives up what the orbit gains: $\langle\sigma_z/2\rangle=\frac12-P_\downarrow$, so the mean of $J_z$ is constant.

For $n=0$ the initial state is stationary. For $n\ge1$ it is a superposition of $+E_n$ and $-E_n$, and $P_\downarrow$ oscillates at their difference $2E_n$. In the Jaynes--Cummings picture this is a detuned Rabi oscillation; in the Dirac picture it is a Zitterbewegung. It is weak for $4\omega n\ll mc^2$ and approaches full transfer for $4\omega n\gg mc^2$. Each block holds only one positive energy, and neither $\sigma_z$ nor $L_z$ connects different blocks, so $P_\downarrow$ and $\langle L_z\rangle$ are constant for any state built from positive energies alone.

\section{Numbers for an electron}

The rest energy is $mc^2=18778.87$ hartree. The chosen value $\omega=1000$ hartree gives $\omega/mc^2=0.05325$. It is picked to make the relativistic terms visible and lies far outside laboratory conditions: in the magnetic reading of the plane, $|q|B=2m\omega$ corresponds to about $4.7\times10^{8}$ T, and even $\omega=1$ hartree to about $4.7\times10^{5}$ T. For $k=3$,
\[
E-mc^2=18778.87\left(\sqrt{1+6\times0.05325}-1\right)\simeq2792\ \text{hartree}.
\]
This is the $p_{1/2}$--$p_{3/2}$ splitting, $2.79\,\omega$ or 76.0 keV. The two terms of \eqref{nr} give $3000-3000^2/(2\times18778.87)\simeq2760$ hartree, about 1\% below the full shift. The lower component carries $2792/(2\times21571)=0.065$ of the norm. For $\omega=1$ hartree the splitting is $2.99976\,\omega$: it stays near $3\omega$ while relativistic corrections become small.

The degeneracies in the numerical output come from diagonalizing $H$ with at most 5 and at most 7 quanta in the upper component, and one fewer in the lower. As $A$ removes one quantum and $A^\dagger$ adds one, $H$ does not lead out of this space, and the cutoff removes states without shifting levels. The level $k=0$ grows from 42 to 72 states and $k=2$ from 20 to 42, because higher $l$ keeps being admitted. The levels $k=3,5,7$ stay at 2, 6 and 12, which is $q(q+1)$ for $q=1,2,3$.

In the plane, $E_1=20682.39$ hartree for $\omega=1000$ hartree. This is $mc^2$ plus the three-dimensional $k=2$ shift of 1903.52 hartree, as \eqref{spec} and \eqref{plane} require for $k=2n$. Starting from $n=1$, $n_R=0$, the largest spin-down probability is
\[
\frac{4000}{18778.87+4000}=0.1756 .
\]
The period of $P_\downarrow$ is $\pi/E_1=1.519\times10^{-4}$ atomic units, or 3.67 zs, and the maximum is reached after half of it, 1.84 zs. At that moment $\langle L_z\rangle$ has risen from $-1$ to $-0.8244$, a gain equal to the spin-down probability.

\section*{Calculated quantities}
\begin{verbatim}
speed of light c = 137.035999 a.u.
rest energy m c^2 = 18778.8651 hartree
3D, w = 1000 hartree: w/(m c^2) = 5.325135e-02
  k = 0: E - m c^2 = 0.00000 hartree, k w = 0 hartree
  k = 2: E - m c^2 = 1903.52439 hartree, k w = 2000 hartree
  k = 3: E - m c^2 = 2792.38811 hartree, k w = 3000 hartree
  k = 4: E - m c^2 = 3646.04728 hartree, k w = 4000 hartree
  k = 5: E - m c^2 = 4468.38044 hartree, k w = 5000 hartree
  splitting p1/2 - p3/2 (N = 1) = 2792.38811 hartree = 2.79239 w
  the same splitting = 75.985 keV
  lower-component weight for k = 3: 0.06472
3D, w = 1 hartree: w/(m c^2) = 5.325135e-05
  k = 0: E - m c^2 = 0.00000 hartree, k w = 0 hartree
  k = 2: E - m c^2 = 1.99989 hartree, k w = 2 hartree
  k = 3: E - m c^2 = 2.99976 hartree, k w = 3 hartree
  k = 4: E - m c^2 = 3.99957 hartree, k w = 4 hartree
  k = 5: E - m c^2 = 4.99933 hartree, k w = 5 hartree
  splitting p1/2 - p3/2 (N = 1) = 2.99976 hartree = 2.99976 w
states per positive level with at most 5 and at most 7 upper quanta:
  k = 0: 42 and 72
  k = 2: 20 and 42
  k = 3: 2 and 2
  k = 4: 6 and 20
  k = 5: 6 and 6
  k = 7: 12 and 12
plane, w = 1000 hartree:
  n = 0: E = 18778.8651 hartree
  n = 1: E = 20682.3895 hartree
  n = 2: E = 22424.9123 hartree
  n = 3: E = 24041.4674 hartree
  coupling |g| = 8666.918 hartree
  detuning = -37557.730 hartree
  Rabi period for n = 1: 1.518970e-04 a.u. = 3.6742 zs
  spin-down probability at quarter period = 0.08780
  spin-down probability at half period = 0.17560
  mean L_z at start = -1.00000 hbar, at half period = -0.82440 hbar
\end{verbatim}
